Thermal Resistance and Healing Length of a Narrow-Channel Silicon-on-Insulator Transistor

Heat made in the silicon film of a silicon-on-insulator transistor can run sideways along the film or leak down through the buried oxide. If the film is thin, its ability to carry heat sideways enters through one quantity, the product of its conductivity k_s and its thickness t. If the oxide conducts straight down, it enters through its conductance per unit area, the ratio of its conductivity k_o to its thickness b. Call these

S = k_s t,  in W/K,
g = k_o/b,  in W/(m² K).

A combination S^p g^q has the unit (W/K)^(p+q) m^(−2q). To be a length it needs p + q = 0 and −2q = 1, so p = 1/2 and q = −1/2. There is therefore a single length that S and g can form,

λ ∝ √(S/g).

The heat equation is linear, so the temperature rise is proportional to the power P. In a device uniform across its width W, it depends on P and W through P/W. The thermal resistance R, temperature rise divided by power, is then 1/W times a quantity with the unit K m/W. This requires p + q = −1 and −2q = 1, so p = q = −1/2:

R ∝ 1/(W √(S g)).

The second result supposes that the heated length L along the current is too short to matter. This is the meaning given here to a narrow channel: L ≪ λ. The width W, measured across the current, is a different dimension and is taken to be much larger than b. What remains is to find the two numerical factors, the effect of a finite L, and the conditions under which S and g suffice.

Let x run along the current, with x = 0 at the middle of the channel, and let θ(x) be the rise of the film temperature above that of the substrate. The substrate is isothermal, the top and side faces are insulated, conduction is steady and obeys Fourier's law, and both conductivities are constant. The power P is released uniformly in the film over |x| < L/2. At first the film extends many λ both ways. SI units are used, since atomic units are unnatural for this problem.

Consider a slice of film between x and x + dx. The heat current along +x is −k_s t W θ′(x). The current entering at x minus that leaving at x + dx is

−S W θ′(x) + S W θ′(x + dx) = S W θ″(x) dx.

The slice loses g W θ dx through the oxide and, if it lies inside the source, gains P dx/L. In the steady state gains and losses cancel. Dividing by W dx gives

S θ″ − g θ + P/(W L) = 0,  |x| < L/2,
S θ″ − g θ = 0,       |x| > L/2.

Outside the source, a trial solution exp(mx) requires S m² = g, so m = ±√(g/S). On the right the growing exponential must be absent, because the rise has to vanish far away; the left side is the mirror image. Hence

θ ∝ exp(−|x|/λ),
λ = √(S/g) = √(k_s t b/k_o).

The numerical factor in the length is one. This λ is the healing length, the distance over which the film temperature returns towards that of the substrate. Lateral conduction lengthens it and leakage shortens it.

For the resistance, integrate the balance over the source:

S[θ′(L/2) − θ′(−L/2)] − g∫θ dx + P/W = 0,

where the integral runs from −L/2 to L/2. It is of order Lθ(0), and its share of the total leak is of order L/λ, so it drops out for a very short source. By symmetry θ′(−L/2) = −θ′(L/2), which leaves

−S θ′(0+) = P/(2W).

Half of the power enters each arm. With θ = θ(0) exp(−x/λ) on the right, the slope at the source is −θ(0)/λ. Therefore Sθ(0)/λ = P/(2W), and the short-source resistance R0 = θ(0)/P is

R0 = λ/(2 k_s t W) = (1/2W) √[b/(k_o k_s t)].

The first form is the resistance of two film arms, each of length λ, in parallel. Because S = gλ², the same result can be written

R0 = 1/(2 g λ W).

This is the resistance of an oxide area 2λW held uniformly at the peak temperature. The two readings agree because the integral of exp(−|x|/λ) over all x is 2λ. Neither means that the heat stops at a distance λ.

Take round model parameters: t = 50 nm, b = 100 nm, k_s = 50 W/(m K), k_o = 1 W/(m K), L = 50 nm, W = 10 µm and P = 5 mW. Then S = 2.5×10⁻⁶ W/K and g = 1.0×10⁷ W/(m² K), so

λ = √(2.5×10⁻⁶/1.0×10⁷) m = 5.0×10⁻⁷ m = 500 nm,
R0 = 5.0×10⁻⁷/(2 × 2.5×10⁻⁶ × 1.0×10⁻⁵) K/W = 10000 K/W.

The healing length is ten times the heated length. The channel is short on the thermal scale, but a correction of a few per cent can be expected.

To find it, keep the finite source. Inside it, a constant particular solution is θ_p = P/(gWL), the rise that purely vertical conduction would give. Symmetry about x = 0 excludes sinh(x/λ), so

θ = θ_p + A cosh(x/λ),  |x| < L/2,
θ = B exp(−|x|/λ),    |x| > L/2.

There is no concentrated heat source at x = L/2, so both θ and θ′ are continuous there. With u = L/(2λ), the two conditions are

θ_p + A cosh u = B e^(−u),
A sinh u = −B e^(−u),

where the second has been multiplied by λ. Adding them cancels B and gives θ_p + A e^u = 0. Hence A = −θ_p e^(−u), and the second condition then gives B = θ_p sinh u. Inside the source,

θ(x) = [P/(gWL)] [1 − e^(−u) cosh(x/λ)].

Since L = 2λu, the prefactor divided by P is 1/(2gλWu) = R0/u. The resistance defined by the temperature at the middle is therefore

R = θ(0)/P = R0 (1 − e^(−u))/u.

For small u, e^(−u) = 1 − u + u²/2 − …, so

R ≈ R0 (1 − u/2) = R0 [1 − L/(4λ)].

The first correction has a direct meaning. If all the heat started at x = 0, the temperature drop from there to x = L/2 would be PL/(4SW), apart from leakage. With a uniform source the current in each arm grows linearly from zero to P/2, its mean is half as large, and the drop is PL/(8SW). The difference, PL/(8SW), equals PR0 L/(4λ).

In the example u = 50/(2 × 500) = 0.05. The factor is 0.9754, against 0.9750 from the first-order form. Thus R = 9754 K/W, and the temperature rise is 0.005 × 9754 K = 48.8 K.

The opposite limit is a long source. As u grows, e^(−u) vanishes and R tends to R0/u = b/(k_o W L), the resistance of the oxide directly under the source. Using that expression for the short channel would give 200000 K/W, twenty times R0. It would force all the heat through an oxide area LW, whereas the film spreads it over an area of order 2λW. Between the limits, at L = 2λ, the formula gives R/R0 = 1 − e^(−1) = 0.632; a two-dimensional solution of the heat equation in both layers gives 0.631.

The profile also shows where the heat leaves. The fraction entering the oxide under the source is gW∫θ dx/P over |x| < L/2. The integral of cosh(x/λ) over this interval is 2λ sinh u = L sinh u/u, so the fraction is

F = 1 − e^(−u) sinh u/u = 1 − (1 − e^(−2u))/(2u).

Expanding the exponential gives F = u − 2u²/3 + …. In the example this is 4.8 %, so about 95 % of the heat leaves the heated length along the film before it enters the oxide.

The same integral gives the mean temperature over the heated length, which is θ_p F. The resistance based on the mean is therefore R0 F/u ≈ R0(1 − 2u/3), slightly below the value based on the middle. For u = 0.05 the difference is about u/6, or 0.8 % of R0. A measured channel temperature has to be compared with the average that the measurement actually forms.

For a very short source, the fraction leaving within one healing length on either side is

(2gWθ(0)/P) ∫ exp(−x/λ) dx = 2gλW R0 (1 − e^(−1)) = 1 − e^(−1),

with the integral from 0 to λ. This is 63.2 %, so more than a third of the heat leaves farther out. The two-dimensional solution for the 50 nm source gives 63.4 %.

Under the source itself the two-dimensional solution gives 5.5 % instead of 4.8 %. The local leak is thus less accurately described than the total resistance. Sideways conduction in the oxide suggests a reason. Let the oxide top, at height b above the substrate, have the temperature cos(qx). The solution of Laplace's equation that vanishes at the substrate is cos(qx) sinh(qz)/sinh(qb), and the flux into the oxide is

k_o q coth(qb) cos(qx) = (k_o/b) [qb coth(qb)] cos(qx).

The bracket exceeds one for q > 0, because y cosh y − sinh y vanishes at y = 0 and has the positive derivative y sinh y for y > 0. Rapidly varying parts of the profile therefore leak more strongly than g implies. The sharp peak at the source contains such parts, which is consistent with the larger leak there, although their separate contributions were not computed.

The assumption that S and g suffice can now be examined. Outside the source, the vertical flux in the film falls from gθ at its bottom to zero at its top, so the temperature drop across the film is at most of order gθt/k_s. Relative to θ this is

g t/k_s = k_o t/(k_s b) = (t/λ)².

Lateral conduction in the oxide is governed by k_o b, which relative to the film's S is

k_o b/(k_s t) = (b/λ)².

Both approximations are therefore good when λ is much longer than either layer is thick. Here the two ratios are 0.01 and 0.04.

The size of the error in λ follows from the full two-layer problem. Let z be the height above the substrate, with oxide in 0 < z < b and film in b < z < b + t. Away from the source, look for solutions e^(−κx) Z(z). Laplace's equation gives Z″ = −κ²Z in both layers. Zero rise at the substrate and zero flux at the top select

Z = A sin(κz) in the oxide,
Z = B cos[κ(b + t − z)] in the film,

where A and B are new constants. Continuity of temperature and of vertical flux at z = b requires

A sin(κb) = B cos(κt),
k_o A κ cos(κb) = k_s B κ sin(κt).

Dividing the second condition by the first gives k_o cot(κb) = k_s tan(κt), or

tan(κt) tan(κb) = k_o/k_s.

The smallest positive κ belongs to the slowest decay, the one that survives far from the source. When κt and κb are small, tan y ≈ y + y³/3 gives

κ² t b [1 + κ²(t² + b²)/3] ≈ k_o/k_s.

Multiply by k_s/(k_o κ²) and use λ² = k_s t b/k_o:

1/κ² ≈ λ² + λ²κ²(t² + b²)/3 ≈ λ² + (t² + b²)/3,

since λ²κ² is one at leading order. The term b²/3 is what results from adding k_o b/3 to S, a contribution from lateral conduction in the oxide. The term t²/3 is what results from adding t/(3k_s) to the oxide resistance b/k_o, a contribution from the vertical resistance of the film.

In the example 1/κ² ≈ (250000 + 4167) nm², so 1/κ = 504.1 nm. The root of the tangent equation and the decay length read from the two-dimensional solution are also 504.1 nm. The simple formula is 0.8 % too short. For the resistance, the two-dimensional solution gives 9712 K/W, based on the film temperature averaged over its thickness at x = 0. The simple theory with the finite source is about 0.4 % above this value, and the corresponding temperature rises are 48.8 K and 48.6 K.

The conditions also show where the theory fails. Increasing b lengthens λ only as √b, so a thick enough oxide overtakes the healing length. The two are equal when b = k_s t/k_o, which is 2500 nm for the other parameters given. There the correction b²/3 is a third of λ², so the simple healing length is more than ten per cent too short, and sideways conduction in the oxide can no longer be neglected.

A real island of silicon may also end before the temperature has healed. Let each arm have length d and let the source again be very short. If the ends are insulated, θ′(d) = 0 and the solution on the right is

θ = C cosh[(d − x)/λ].

Its slope at the source is −(C/λ) sinh(d/λ). The condition −Sθ′(0+) = P/(2W) gives C = Pλ/[2SW sinh(d/λ)], and θ(0) = C cosh(d/λ), so

R = R0 coth(d/λ)  (insulated ends).

If the film ends are held at the substrate temperature by good contacts, cosh is replaced by sinh in θ. The slope at the source becomes −(C/λ) cosh(d/λ), and the same steps give

R = R0 tanh(d/λ)  (cold ends).

For d ≫ λ both results return to R0, and the ends do not matter. For d ≪ λ, the insulated island has R ≈ R0 λ/d = 1/(2gWd): it is nearly isothermal and leaks through its whole area 2dW. With cold ends R ≈ R0 d/λ = d/(2SW): two film arms carry the heat to the contacts and the oxide hardly takes part. The cold form also supposes that the oxide carries little heat sideways compared with the film. The insulated form supposes that no heat spreads into oxide beyond the film ends. Where the oxide continues past a real island, this requires d ≫ b; otherwise the extra leak at the ends makes the resistance lower than the formula gives.

At d = λ the two factors are 1.313 and 0.762, so the nature of the ends changes the resistance by a factor of about 1.7. The two-dimensional values, for a very short but finite source and an oxide that ends where the film does, are 1.308 and 0.750. In the second case the formula is about 1.5 % above the two-dimensional value; the comparison does not separate the causes of this difference.

Returning to long arms, the formulas predict how a change of design acts. A fourfold increase in k_s or t, with the other parameters fixed, doubles λ and halves R0. In real silicon films this thin, k_s itself rises with t because phonons scatter at the film boundaries, so a change of thickness acts more strongly than this rule for t says. A fourfold decrease in k_o doubles both. A fourfold decrease in b halves both. The two-dimensional decay lengths change by factors of 1.988, 2.000, 1.988 and 0.500, in this order. The resistances change by 0.508, 0.511, 2.031 and 0.493.

Part of the departure of the resistance ratios from 1/2 and 2 comes from the finite source. When λ doubles, 1 − L/(4λ) rises from 0.975 to 0.988, which moves the predicted ratios to about 0.51 and 2.03. When λ halves, the factor falls to 0.95 and the prediction becomes about 0.49.

A more conducting film cools the channel but carries heat farther, and this matters for neighbouring devices on the same film. For fixed P and W, the short-source profile is

θ(x) = [P/(2W√(Sg))] exp[−|x|√(g/S)].

Taking the logarithm and differentiating with respect to ln S at fixed g gives

∂ ln θ/∂ ln S = −1/2 + |x|/(2λ) = (|x|/λ − 1)/2.

A small increase in S lowers the temperature at distances below λ and raises it beyond λ. Differentiating with respect to ln g at fixed S gives instead

∂ ln θ/∂ ln g = −1/2 − |x|/(2λ),

which is negative everywhere. Within this model, better conduction through the oxide cools both the transistor and its surroundings, while better conduction along the film moves part of the burden outward.

The width W has so far entered as a simple factor, which requires that little heat escape sideways beyond the film edges. To measure this effect, consider a cross-section over the width, with the oxide extending beyond the film, insulated surfaces above it, and uniform heating of the film. Define the leak factor η as the heat leaving per unit length, divided by k_o W/b times the temperature rise at the bottom of the film, averaged over the width. The computed value is 1.008 for W = 10 µm. For W = 200 nm the mesh used for the output below gives 1.43; the value is sensitive to the resolution of the film edge and rises to 1.44 on finer meshes. The simple leak is adequate for the wide device but clearly too small when W is only twice the oxide thickness.

If the enhanced leak is represented by replacing g with ηg at every x, both λ and R0 are divided by √η. For η = 1.44 this is a division by 1.20, so each falls by about 17 % from the simple value at that width. This is an estimate, because η was obtained without variation along x and no three-dimensional solution was made. It does show the direction of the error: for a device narrow in this second sense, the simple formulas overestimate both the resistance and the healing length.

Other departures can be placed in the same balance. A uniform thermal resistance r per unit area at the oxide interfaces is in series with the oxide, so b/k_o becomes b/k_o + r, which raises both λ and R0. A path for heat through the gate or the metal above the film is absent from the model and would have to be added to the leak. If the conductivities change appreciably over the temperature rise, the equation is no longer linear and R depends on P. A real substrate also warms. Its spreading resistance is of order 1/(k_sub W), where k_sub is its conductivity. For silicon with k_sub near 150 W/(m K) and W = 10 µm this is roughly 700 K/W, or about 7 % of R. The 0.4 % difference found above therefore measures the thin-film approximation, not the accuracy for a real device.

Finally, k_s is an effective conductivity of the film; where Fourier's law itself fails near a very small heat source, adjusting S and g is not a derivation of the local temperature. In silicon at room temperature much of the heat is carried by phonons whose bulk mean free paths are 100 nm or more, which is not short compared with L = 50 nm. The example lies in this regime, so its 48.8 K is a result of the model and not a prediction of the peak temperature in a real transistor. The numerical output below collects the model parameters and the main computed values.

Calculated quantities

```
film thickness t = 50 nm
oxide thickness b = 100 nm
film conductivity ks = 50 W/(m K)
oxide conductivity ko = 1 W/(m K)
heated length L = 50 nm
width W = 10 micrometre
power P = 5 mW
film sheet conductance ks*t = 2.500e-06 W/K
oxide conductance per area ko/b = 1.000e+07 W/(m^2 K)
(t/lam)^2 = 0.0100
(b/lam)^2 = 0.0400
healing length, fin formula = 500.0 nm
healing length, 2D solution = 504.1 nm
healing length, slowest mode = 504.1 nm
healing length, corrected formula = 504.1 nm
u = L/(2 lam) = 0.0500
R0, short source = 10000 K/W
finite-source factor = 0.9754
its first-order form 1-L/(4 lam) = 0.9750
R, finite source, fin formula = 9754 K/W
R, finite source, 2D solution = 9712 K/W
fin R relative to 2D R = +0.43 %
vertical-only resistance = 200000 K/W
temperature rise, fin formula = 48.8 K
temperature rise, 2D solution = 48.6 K
heat leaving under source, fin = 4.8 %
heat leaving under source, 2D = 5.5 %
heat leaving within lam, fin = 63.2 %
heat leaving within lam, 2D = 63.4 %
R/R0 for L = 2 lam: fin 0.632, 2D 0.631
R/R0, insulated ends at lam: fin 1.313, 2D 1.308
R/R0, cold ends at lam: fin 0.762, 2D 0.750
film conductivity x 4: 2D lam ratio 1.988, R ratio 0.508
film thickness x 4: 2D lam ratio 2.000, R ratio 0.511
oxide conductivity / 4: 2D lam ratio 1.988, R ratio 2.031
oxide thickness / 4: 2D lam ratio 0.500, R ratio 0.493
oxide leak factor, W = 10000 nm: 1.008
oxide leak factor, W = 200 nm: 1.43
```
